Genealogical configuration state functions as matrix products of Clebsch-Gordan coefficients

**Problem**

A determinant with unpaired electrons is in general not an eigenfunction of the total spin S². A configuration state function (CSF) is a combination of determinants that is. The genealogical recipe builds it one orbital at a time. Each orbital, k = 1, ..., N, gets a step:

- u: one electron is added and the running spin S_k rises by 1/2;
- d: one electron is added and the running spin falls by 1/2;
- 0 or 2: the orbital is empty or holds a closed pair, and the running spin is unchanged.

The start is S_0 = 0, no S_k may be negative, and S_N = S is the total spin. Spins are in units of ħ. A determinant is a product of creation operators in orbital order acting on the vacuum, with α before β in a pair.

(a) Find the coefficients that couple one more electron to a spin S_(k−1).

(b) Write the determinant amplitudes of a CSF as a product of matrices, one per orbital. What sizes do the matrices have?

(c) For a total singlet, could smaller matrices represent the same state?

(d) Work out every amplitude of the six-electron CSF uuuddd, and verify from the amplitudes alone that it is a singlet.

**Hints**

1. For fixed total M only two product states take part in (a). Subtract a multiple of the unit matrix from the 2 × 2 matrix of 2S'·s and look at what remains.

2. In (b), ask which quantum number is summed over when one coupling follows another.

3. In (c), cut the chain after orbital k and find the overlaps of the states on the right. Start at the right end, where they are trivial.

4. In (d), a state with S_z = 0 that is annihilated by S₊ is a singlet.

**Solution**

*(a) One coupling.* Write S' = S_(k−1), and let s be the spin of the new electron. For total magnetic number M the basis is

|1⟩ = |S', M−1/2⟩ α,  |2⟩ = |S', M+1/2⟩ β.

The total spin squared is S'² + s² + 2S'·s, so it suffices to diagonalize

2S'·s = 2S'_z s_z + S'₊s₋ + S'₋s₊.

The diagonal elements are M−1/2 and −(M+1/2). Because S'₊|S',m⟩ = √[(S'−m)(S'+m+1)] |S',m+1⟩, setting m = M−1/2 gives the off-diagonal element √[(S'+1/2−M)(S'+1/2+M)]. Define

p = S' + 1/2 + M,  q = S' + 1/2 − M,  p + q = 2S' + 1.

The diagonal elements are then S'−q and S'−p, and the off-diagonal element is √(pq). The matrix is therefore

2S'·s = S'·1 − w wᵀ,  w = (√q, −√p).

The vector (√p, √q) is orthogonal to w and has eigenvalue S'. The vector w itself has eigenvalue S' − (p+q) = −(S'+1). Adding S'(S'+1) + 3/4 gives

S'(S'+1) + 3/4 + S' = (S'+1/2)(S'+3/2),
S'(S'+1) + 3/4 − (S'+1) = (S'−1/2)(S'+1/2).

These are the values of S_k(S_k+1) for S_k = S'+1/2 and S_k = S'−1/2. At M = ±(S'+1/2) only one of the two basis states exists; it belongs to S_k = S'+1/2, and the u formula below gives it the coefficient 1. The normalized coefficients of (α, β) are

u: (√p, √q)/√(2S'+1),  d: (−√q, √p)/√(2S'+1).

Expressed through the new spin S_k and M = M_k, they read

u: α: √[(S_k+M)/(2S_k)],  β: √[(S_k−M)/(2S_k)]
d: α: −√[(S_k+1−M)/(2S_k+2)],  β: +√[(S_k+1+M)/(2S_k+2)].

These are the Clebsch-Gordan coefficients ⟨S_(k−1) M_(k−1); 1/2 σ | S_k M_k⟩ in the Condon-Shortley phase convention.

The next coupling uses the ladder relation with positive factors, so the signs must be consistent between different M. Let a and b be the α and β coefficients at M. After lowering, the component along |S', M−1/2⟩β is a + b√(pq). For u both terms are non-negative and a is positive whenever lowering is possible. For d the sum is √q (p−1)/√(2S'+1), with p−1 = S_k+M > 0 whenever M can be lowered. The β coefficient of the target state is positive in both cases, so the signs agree.

*(b) The matrix product.* Let |L_k; M_k⟩ be the state of the first k orbitals. One coupling reads

|L_k; M_k⟩ = Σ_σ Σ_M' |L_(k−1); M'⟩ |σ⟩ A_k[σ]_(M',M_k),

where A_k[σ] holds the coefficients of (a) and is zero unless M_k = M'+σ. Repeating this sums over each intermediate M, which is matrix multiplication:

C(n₁...n_N) = A₁[n₁] A₂[n₂] ··· A_N[n_N], read in column M.

A_k has 2S_(k−1)+1 rows and 2S_k+1 columns. The bond after orbital k thus has dimension 2S_k+1, and its index is the magnetic number of the running spin. With M in descending order, the second matrix for two u steps is, row by row,

A₂[α] = (1, 0, 0 ; 0, √½, 0),  A₂[β] = (0, √½, 0 ; 0, 0, 1).

For steps 0 and 2 the matrix is the identity, because an empty orbital and a closed pair both have spin zero. Fermion exchange adds no signs: an orbital's spin operators, such as a†_α a_β, contain an even number of fermion operators and commute with the creation operators of other orbitals.

Since σ fixes M_k from M', each determinant follows a single route through the bonds. Its amplitude is one product of numbers, or zero.

*(c) Can the bonds be smaller?* Consider Σ_σ A_k A_kᵀ. Its off-diagonal elements vanish, since for the same σ two different values of M' lead to different M_k. For the diagonal element at M' = m, the α term has M = m+1/2 and the β term has M = m−1/2. The squared coefficients add up to

u: [(S'+1+m) + (S'+1−m)]/(2S'+1) = (2S'+2)/(2S'+1)
d: [(S'−m) + (S'+m)]/(2S'+1) = 2S'/(2S'+1).

Both equal (2S_k+1)/(2S_(k−1)+1). Now cut the chain after orbital k:

|Ψ⟩ = Σ_M |L_k; M⟩ |R_k; M⟩.

The left states are orthonormal. The overlap matrix G_k of the right states obeys

G_(k−1) = Σ_σ A_k G_k A_kᵀ.

For a singlet G_N = 1. If G_k = 1/(2S_k+1) times the identity, then the row sum gives

G_(k−1) = [1/(2S_k+1)]·[(2S_k+1)/(2S_(k−1)+1)] = 1/(2S_(k−1)+1),

again times the identity. Steps 0 and 2 change nothing. The result therefore holds at every cut: the state has 2S_k+1 Schmidt values (the weights in a sum of products of orthonormal left and right states), each equal to 1/√(2S_k+1).

A matrix product with bond dimension D writes the table of amplitudes, left strings against right strings, as a product of two matrices with inner dimension D. The rank of the table is then at most D. Here the rank is 2S_k+1, so no smaller bond represents the singlet exactly in this orbital order.

*(d) The CSF uuuddd.* The running spins are 1/2, 1, 3/2, 1, 1/2, 0, and the five inner bonds have dimensions 2, 3, 4, 3, 2. For the determinant ααβαββ the route is M = 1/2, 1, 1/2, 1, 1/2, 0. The factors are

1, 1, √(1/3) = 0.577350, −√(1/4) = −0.5, √(2/3) = 0.816497, √(1/2) = 0.707107.

Their product is −√(1/36) = −1/6, or −0.166667.

All amplitudes follow in the same way. In the first half S_k = k/2, so S_k+M_k is the number of α electrons so far and S_k−M_k the number of β electrons. If the first half contains l α electrons, its factors multiply to

√[l!(3−l)!/3!] = 1/√C(3,l), where C(3,l) is a binomial coefficient.

In the second half 2S_k = 6−k electrons are still to come, and they must bring M to zero. Hence S_k−M_k counts the α electrons still to come and S_k+M_k the β electrons. An α factor is minus the root of (α still to come + 1)/(2S_k+2), and a β factor is the corresponding positive root. The denominators are 4, 3, 2. With r α electrons in this half the product is

(−1)^r √[r!(3−r)!/24] = (−1)^r / [2√C(3,r)].

Since M = 0 requires l = 3−r, and C(3,3−r) = C(3,r), the full amplitude is

C_r = (−1)^r / [2C(3,r)],  that is C₀ = 1/2, C₁ = −1/6, C₂ = 1/6, C₃ = −1/2.

These values belong to 1, 9, 9 and 1 determinants. The norm is 2·(1/4) + 18·(1/36) = 1.

To verify the singlet, apply S₊, which turns one β into α. A resulting determinant has l α electrons on the left and r on the right, with l+r = 4. It is reached from l determinants with amplitude C_r and from r determinants with amplitude C_(r−1):

l=3, r=1: 3·(−1/6) + 1·(1/2) = 0
l=2, r=2: 2·(1/6) + 2·(−1/6) = 0
l=1, r=3: 1·(−1/2) + 3·(1/6) = 0.

So S₊Ψ = 0. Every determinant has three α and three β electrons, so S_zΨ = 0 as well. Then S²Ψ = (S₋S₊ + S_z² + S_z)Ψ = 0, which is the required result.

The middle bond also shows how the spins are arranged. Its four squared Schmidt values are 1/4, so the left half has M_A = 3/2, 1/2, −1/2, −3/2 with equal probability, and ⟨M_A²⟩ = 5/4. The amplitudes depend on r alone, so all pairs within a half are equivalent, as are all pairs across the cut. With M_B = −M_A,

3·(1/4) + 6⟨s₁z s₂z⟩ = 5/4, so ⟨s₁z s₂z⟩ = 1/12
9⟨s₁z s₄z⟩ = −5/4, so ⟨s₁z s₄z⟩ = −5/36.

A singlet has no preferred direction, and the full scalar products are three times larger: ⟨s₁·s₂⟩ = 1/4 and ⟨s₁·s₄⟩ = −5/12 = −0.416667. The value 1/4 is that of two parallel-coupled electrons. Each half is a spin 3/2, and the two halves are coupled antiparallel to zero.

The small bonds depend on the orbital order. The CSF ududud is a product of three pair singlets, with bond dimensions 2, 1, 2, 1, 2. If its orbitals are reordered so that the first partners of all pairs precede all the second partners, the middle cut separates three pairs. Each contributes two Schmidt states, so the cut needs 2³ = 8. Likewise, a sum of several CSFs can need a larger bond than any one of them; the sum of their bond dimensions is always sufficient.

**Variation 1: a closed and an empty orbital**

Take six electrons with steps 2uu0dd. The running spins are 0, 1/2, 1, 1, 1/2, 0, and the inner bonds have dimensions 1, 2, 3, 3, 2. The identity matrices leave the four-electron problem uudd. The counting of (d) gives 1/√C(2,r) for the first two open orbitals. The last two have denominators 3 and 2, which gives (−1)^r/[√3 √C(2,r)]. Hence

C_r = (−1)^r / [√3 C(2,r)]:  1/√3, −1/(2√3), 1/√3 for r = 0, 1, 2.

The norm is 1/3 + 4/12 + 1/3 = 1. Applying S₊ gives 2C₁ + C₀ = 0 for l=2, r=1 and C₂ + 2C₁ = 0 for l=1, r=2. The state is a singlet, and the closed pair adds neither bond states nor signs.

**Variation 2: high spin**

Take uuuuuu, with S = 3 and inner dimensions 2S_k+1 = 2, 3, 4, 5, 6. Are they all needed when M is fixed?

The 6−k electrons on the right must supply M − M_k, so |M − M_k| ≤ (6−k)/2, while |M_k| ≤ k/2. For M = 3 this leaves only M_k = k/2. Every rank is 1, and the state is the single determinant αααααα. For M = 0 the condition is |M_k| ≤ min(k, 6−k)/2, which leaves 2, 3, 4, 3, 2 values. Each has a nonzero right state, since all the u coefficients involved are positive, and right states with different M_k are orthogonal. These numbers are therefore the ranks.

For nonzero total spin, 2S_k+1 is thus sufficient for one component M but not always necessary. If the last index is left open, so that the same matrices serve all 2S+1 components, the recursion of (c) starts from the identity and gives G_k = (2S+1)/(2S_k+1) times the identity. All 2S_k+1 bond states are then needed. The numerical output lists the amplitudes of uuuddd and, for uuuuuu, the ranks at M = 3 and M = 0.

Calculated quantities

```
Coupling coefficients compared with library (count): 364
Six-electron singlet CSFs (count): 5
Dimension of singlet space from S^2 (count): 5
uuuddd: bond dimensions [2, 3, 4, 3, 2], overlap with joint eigenvector 1.0000000000
uududd: bond dimensions [2, 3, 2, 3, 2], overlap with joint eigenvector 1.0000000000
uuddud: bond dimensions [2, 3, 2, 1, 2], overlap with joint eigenvector 1.0000000000
uduudd: bond dimensions [2, 1, 2, 3, 2], overlap with joint eigenvector 1.0000000000
ududud: bond dimensions [2, 1, 2, 1, 2], overlap with joint eigenvector 1.0000000000
Example steps: uuuddd  running spins (hbar): [0.5, 1.0, 1.5, 1.0, 0.5, 0.0]
Cut 1: Schmidt rank 2, values (dimensionless) [0.707107, 0.707107]
Cut 2: Schmidt rank 3, values (dimensionless) [0.57735, 0.57735, 0.57735]
Cut 3: Schmidt rank 4, values (dimensionless) [0.5, 0.5, 0.5, 0.5]
Cut 4: Schmidt rank 3, values (dimensionless) [0.57735, 0.57735, 0.57735]
Cut 5: Schmidt rank 2, values (dimensionless) [0.707107, 0.707107]
Sample determinant: aababb
  orbital 1: S=0.5, M=+0.5 (hbar), factor +1.000000, product +1.000000
  orbital 2: S=1.0, M=+1.0 (hbar), factor +1.000000, product +1.000000
  orbital 3: S=1.5, M=+0.5 (hbar), factor +0.577350, product +0.577350
  orbital 4: S=1.0, M=+1.0 (hbar), factor -0.500000, product -0.288675
  orbital 5: S=0.5, M=+0.5 (hbar), factor +0.816497, product -0.235702
  orbital 6: S=0.0, M=+0.0 (hbar), factor +0.707107, product -0.166667
All nonzero amplitudes (dimensionless):
  aaabbb +0.500000  aababb -0.166667  aabbab -0.166667  aabbba -0.166667
  abaabb -0.166667  ababab -0.166667  ababba -0.166667  abbaab +0.166667
  abbaba +0.166667  abbbaa +0.166667  baaabb -0.166667  baabab -0.166667
  baabba -0.166667  babaab +0.166667  bababa +0.166667  babbaa +0.166667
  bbaaab +0.166667  bbaaba +0.166667  bbabaa +0.166667  bbbaaa -0.500000
Sum of squared amplitudes: 1.0000000000
<s1.s1> (hbar^2): 0.750000
<s1.s2>, same half (hbar^2): 0.250000
<s1.s4>, different halves (hbar^2): -0.416667
|<S^2>| from sum of correlations (hbar^2): 6.7e-16
Norm of S^2|uuuddd> in Fock space (hbar^2): 2.4e-16
Norm of S^2|2uu0dd> in Fock space (hbar^2): 0.0e+00
Running spins of 2uu0dd (hbar): [0.0, 0.5, 1.0, 1.0, 0.5, 0.0]
High spin S=3: dimensions 2S_k+1: [2, 3, 4, 5, 6]
High spin S=3, M=3: Schmidt ranks: [1, 1, 1, 1, 1]
High spin S=3, M=0: Schmidt ranks: [2, 3, 4, 3, 2]
```
